# Collective and tracer diffusion of hard-core particles hopping on a lattice, part 2

Particles on a square lattice of spacing $a$ hop to each empty neighbouring site at the rate $\Gamma$; double occupation is forbidden and there is no other interaction. A density ripple spreads with the collective diffusivity $D_c=D_0=\Gamma a^2$ at every coverage $\theta$, but a marked particle, the tracer, is slower. The problem is to find how much of this slowing is due to correlation rather than blocking.

Diffusivities follow $\langle x^2\rangle=2Dt$ for one Cartesian direction; $D_t$ is that of the tracer. The occupation $n_r$ is 1 or 0, with $r$ measured from the tracer, and $\pm\hat x$, $\pm\hat y$ are its neighbours. Of the $K$ sites around it, $V$ are vacant. All arrangements $\eta$ of these surroundings are equally likely, and $\langle\ldots\rangle$ averages over them. A transition $\eta\to\eta'$ of rate $w$ moves the tracer by $\Delta x$ and changes a function $\phi$ by $\Delta\phi=\phi(\eta')-\phi(\eta)$. The symmetric operator $L$ is defined by $L\phi=\sum w\,\Delta\phi$, and the mean tracer velocity is $v(\eta)=\Gamma a\,(n_{-\hat x}-n_{\hat x})$. The earlier results needed are

$$\left\langle\sum w\,\Delta x\,\Delta\phi\right\rangle=-2\langle v\phi\rangle,$$

$$\left\langle\sum w(\Delta\phi)^2\right\rangle=-2\langle\phi L\phi\rangle\ge0,$$

$$Q[\phi]=\left\langle\sum w(\Delta x+\Delta\phi)^2\right\rangle=2D_0\frac VK-4\langle v\phi\rangle-2\langle\phi L\phi\rangle. \tag{2}$$

With $-L\phi_*=v$, $2D_t=Q[\phi_*]$ and $D_t=D_0V/K-\langle v\phi_*\rangle$.

For the summed displacement $X$ of all $P$ particles, $\langle X^2\rangle=2PD_Jt$ defines the centre-of-mass diffusivity $D_J$. The thermodynamic factor, $1/(1-\theta)$ in a large cell, converts $D_J$ into $D_c$.

The example has $\hbar=1$, vibrational quantum $\omega=0.02$ eV, barrier $E=0.50$ eV, thermal energy $kT=0.05$ eV and $a=3$ Å. Then $\Gamma=(\omega/2\pi)e^{-E/kT}=2.196\times10^{8}$ s⁻¹ and $D_0=1.976\times10^{9}$ Å²/s. On a half-filled $12\times12$ cell the tracer has about $7.18\times10^{8}$ Å²/s, or $0.363\,D_0$, the number to be explained. In the control listed in the output, a particle with a neighbour behind it is slowed by $e^{-1}$, as for an attraction of $1\,kT$.

## How far correlation slows the tracer

The symbols carried over are these. The lattice is square with spacing $a$, the rate to each neighbour is $\Gamma$, and $D_0=\Gamma a^2$. A periodic cell of $M$ sites holds the tracer and $N$ other particles; $K=M-1$ sites surround the tracer, and $V=K-N$ of them are vacant. The correlation factor $f$ is defined by $D_t=D_0(V/K)f$, which becomes $(1-\theta)fD_0$ in a large cell of coverage $\theta$. The collective diffusivity is $D_0$ at every coverage, and the centre-of-mass diffusivity is $D_J=D_0(M-P)/(M-1)$ for $P=N+1$ particles. For any function $\phi$ of the surroundings, equation (2) defines $Q[\phi]=\langle\sum w(\Delta x+\Delta\phi)^2\rangle$, a sum over transitions of rate $w$, and the function $\phi_*$ with $-L\phi_*=v$ gives $Q[\phi_*]=2D_t$.

The value $2D_t$ is also the minimum of $Q$. Put $\phi=\phi_*+\chi$ in equation (2). The terms linear in $\chi$ are $-4\langle v\chi\rangle-4\langle\chi L\phi_*\rangle$, by the symmetry of $L$, and they cancel because $-L\phi_*=v$. What remains is

$$Q[\phi_*+\chi]=2D_t-2\langle\chi L\chi\rangle\ge2D_t. \tag{4}$$

Any trial function therefore gives an upper bound on the tracer diffusivity.

The first use of the bound is to show that $D_t$ falls when particles are added. Both factors in $(1-\theta)f$ depend on coverage, so this does not follow from blocking alone. Give each of the $K$ background contents its own label, vacancies included, and let any two neighbouring background contents exchange at the rate $\Gamma$. Exchanges between two particles or between two vacancies do not affect the motion of the tracer, so $D_t$ is unchanged. The tracer itself may exchange places with vacancies only. In this description, turning one vacancy into a particle leaves all background exchanges as they were and deletes the exchanges of the tracer with that one label.

Let $T$ be the part of $Q[\phi_*]$ that comes from hops of the tracer. The function $\phi_*$ depends on occupations and not on labels, so each of the $V$ vacancies contributes $T/V$. Using $\phi_*$ for $N$ particles as a trial function for $N+1$ gives

$$2D_t(N+1)\le2D_t(N)-\frac TV .$$

A lower limit on $T$ follows from $2D_t=2D_0V/K-2\langle v\phi_*\rangle=\langle\sum w\,\Delta x(\Delta x+\Delta\phi_*)\rangle$, in which only tracer hops contribute. The Cauchy–Schwarz inequality gives

$$(2D_t)^2\le\left\langle\sum w(\Delta x)^2\right\rangle T=2D_0\frac VK\,T,$$

so that $T\ge2D_tf$, and therefore

$$D_t(N+1)\le D_t(N)\left[1-\frac{f(N)}V\right]. \tag{5}$$

Each added particle lowers $D_t$ as long as $D_t$ is positive. The statement survives in the limit of a large cell. Suppose $D_t$ is still positive at some coverage $\theta_2$. At all lower coverages $D_t$ is at least as large, and so $f\ge D_t/D_0$ has a positive lower limit there. Raising the coverage by a finite amount adds a number of particles proportional to $M$, each lowering $D_t$ by a fraction of order $1/M$ or more, and the total decrease is finite.

The second use of the bound is to estimate $f$. The simplest trial function is linear in the occupations,

$$\phi=\sum_{r\ne0}g(r)\,n_r,$$

with $r$ measured from the tracer. Reflection of $x$ reverses $v$ and reflection of $y$ does not, so $g$ is taken odd in $x$ and even in $y$. It follows that $g(\pm\hat y)=0$ and that the sum of $g$ over all sites is zero. Write $g(\hat x)=-ua$ and $g(-\hat x)=ua$ with a number $u$ to be found. Two contributions to $Q$ are needed.

An exchange across the background bond between $r$ and $s$ changes $\phi$ by $\pm(g_r-g_s)$ if exactly one of the two sites is occupied, which has the probability $2NV/[K(K-1)]$. With

$$p=\frac N{K-1},\qquad B=\sum_{\text{bonds not touching }0}(g_r-g_s)^2,$$

all background exchanges together contribute $2\Gamma(V/K)\,pB$.

The tracer can hop by a lattice step $e$ if the site $e$ is vacant, which has the probability $V/K$. The $N$ other particles are then spread evenly over the remaining $K-1$ sites, each of which is occupied with probability $p$. After the hop, a particle that was at $s$ is at $s-e$ relative to the tracer, so

$$\Delta\phi=\sum_{s\ne0,e}h_s n_s,\qquad h_s=g(s-e)-g(s).$$

In this sum $s-e$ takes all values except $-e$ and 0. Because $g$ sums to zero, $\sum_sh_s=-g(-e)+g(e)$. This is $-2ua$ for $e=\hat x$, $+2ua$ for $e=-\hat x$, and zero for the steps along $y$. The mean of $\Delta x+\Delta\phi$ is thus $\pm a(1-2pu)$ for the two steps along $x$ and zero for the other two.

The variance must allow for the fixed number of particles. Each $n_s$ has the variance $p(1-p)$. The sum of the $K-1$ occupations does not fluctuate, which fixes the covariance of any two of them at $-p(1-p)/(K-2)$. Hence

$$\operatorname{var}(\Delta\phi)=p(1-p)\left[\sum_sh_s^2-\frac{\left(\sum_sh_s\right)^2-\sum_sh_s^2}{K-2}\right]
=c\left[\sum_sh_s^2-\frac{\left(\sum_sh_s\right)^2}{K-1}\right],$$

with $c=p(1-p)(K-1)/(K-2)$. Summed over the four steps, $\sum_sh_s^2$ gives $2B$, since each background bond is met once for $e$ and once for $-e$. The two steps along $x$ each have $(\sum_sh_s)^2=4u^2a^2$. Adding squared means, variances and background exchanges gives

$$2D_t\le\Gamma\frac VK\left[2a^2(1-2pu)^2-\frac{8cu^2a^2}{K-1}+2(c+p)B\right]. \tag{6}$$

It remains to make $B$ small at fixed $u$. Regard $g$ as an electric potential on a network with a unit resistor on each bond; the sum of $(g_r-g_s)^2$ is then the dissipated power. Restore the tracer's site with $g(0)=0$, the value that an odd function must have. The four restored bonds add $2u^2a^2$ to $B$. In the complete network the potentials at $\hat x$ and $-\hat x$ differ by $2ua$. If $R$ is the resistance between these two sites, the current that flows is $2ua/R$, and the least power is voltage times current, $4u^2a^2/R$. The minimising potential is odd in $x$ by symmetry, so it is consistent with $g(0)=0$. Therefore

$$B_{\min}=\frac{4u^2a^2}R-2u^2a^2=2\kappa u^2a^2,\qquad\kappa=\frac2R-1 .$$

Inserting this in (6) and dividing by $2D_0$ leaves a parabola in $u$:

$$\frac{D_t}{D_0}\le\frac VK\left[1-4pu+qu^2\right],\qquad q=4p^2-\frac{4c}{K-1}+2\kappa(c+p).$$

Its minimum lies at $u=2p/q$, and so

$$\frac{D_t}{D_0}\le\frac VK\left(1-\frac{4p^2}q\right). \tag{7}$$

For a large cell $p\to\theta$, $c\to\theta(1-\theta)$ and $c/(K-1)\to0$, which gives $q\to4\theta^2+2\kappa\theta(2-\theta)$ and

$$f\le\frac{2\kappa\theta(2-\theta)}{4\theta^2+2\kappa\theta(2-\theta)}=\left[1+\frac{2\theta}{(2-\theta)\kappa}\right]^{-1}. \tag{8}$$

The resistance follows from Kirchhoff's law. Let unit current enter at $\hat x$ and leave at $-\hat x$. In Fourier space, with wave numbers $k$ and $k'$ along $x$ and $y$ in units of $1/a$, the sum of potential differences at a site becomes multiplication by $4-2\cos k-2\cos k'$, and the source has the squared modulus $|e^{-ik}-e^{ik}|^2=2-2\cos2k$. The potential difference between the two sites is the resistance,

$$R=\int_{-\pi}^{\pi}\!\int_{-\pi}^{\pi}\frac{dk\,dk'}{(2\pi)^2}\,\frac{1-\cos2k}{2-\cos k-\cos k'} .$$

For $A>1$ the substitution $t=\tan(k'/2)$ gives

$$\int_{-\pi}^{\pi}\frac{dk'}{A-\cos k'}=\int_{-\infty}^{\infty}\frac{2\,dt}{(A-1)+(A+1)t^2}=\frac{2\pi}{\sqrt{A^2-1}} .$$

Here $A=2-\cos k$, so $A^2-1=(1-\cos k)(3-\cos k)$. With $1-\cos2k=2\sin^2k$ and the variable $z=\cos k$,

$$R=\frac1\pi\int_0^\pi\frac{2\sin^2k\,dk}{\sqrt{(1-\cos k)(3-\cos k)}}=\frac2\pi\int_{-1}^{1}\sqrt{\frac{1+z}{3-z}}\,dz .$$

Setting $1+z=4\sin^2\alpha$ makes $3-z=4\cos^2\alpha$ and $dz=8\sin\alpha\cos\alpha\,d\alpha$, with $\alpha$ running from 0 to $\pi/4$. The last integral is $8\int_0^{\pi/4}\sin^2\alpha\,d\alpha=\pi-2$. Hence $R=2-4/\pi=0.7268$ and $\kappa=2/(\pi-2)=1.752$, and equation (8) becomes

$$f\le\frac{2-\theta}{2+(\pi-3)\theta}. \tag{9}$$

The right side is below 1 for every $\theta>0$, so correlation slows the tracer in the infinite layer too.

In a finite cell the bound (7) is an equality in two cases. With one other particle, any function of the surroundings is a function of that particle's position, and this is linear in the occupations. With one vacancy, any function of its position has the form $\sum g(r)(1-n_r)$, which is again linear up to a constant. For one vacancy $p=1$ and $c=0$, so $q=4+2\kappa$ and $f=\kappa/(\kappa+2)$, which tends to $1/(\pi-1)=0.467$ in a large cell. Just after a hop the only vacancy lies directly behind the tracer and can take it back, and in a large cell more than half of the mobility $D_0V/K$ left by blocking is lost in this way. For one other particle in a large cell, $p$ and $c$ both approach $1/K$ and $q$ approaches $4\kappa/K$, so that

$$\frac{D_t}{D_0}\simeq1-\frac1K-\frac1{\kappa K}=1-\frac{\pi}{2K}.$$

If encounters with different particles add independently at low coverage, $D_t\simeq D_0(1-\pi\theta/2)$ to first order. Blocking supplies the slope 1 and correlation the remaining $(\pi-2)/2$.

These results were tested on a $4\times4$ cell, where $-L\phi_*=v$ can be solved numerically for each filling from 1 to 14 other particles. The exact values of $D_t/D_0$ are 0.906, 0.643, 0.415, 0.226 and 0.037 for 1, 4, 7, 10 and 14 other particles. Inequality (5) holds throughout, and the bound (7) is met at both ends. In between it lies above the exact value by at most 1.51 % of that value. The exact $f$ with one vacancy is 0.548 in this small cell, well above the infinite-lattice limit of 0.467.

In one dimension the conclusion is more drastic. The steps along $y$ contributed no squared mean to (6), so the derivation carries over to a chain, with $R$ the resistance of two unit resistors in series. Then $R=2$, $\kappa=0$, and (8) gives $f=0$ for any $\theta>0$. Particles on a line cannot pass each other, and over long times the tracer can move only as far as the whole file does. On a ring of $M$ sites the displacements of the $P$ particles differ by less than the circumference, so each equals $X/P$ up to a bounded amount, where $X$ is their sum. From $\langle X^2\rangle=2PD_Jt$,

$$D_t=\frac{D_J}P=D_0\,\frac{M-P}{(M-1)P},$$

which vanishes as $1/M$ at fixed coverage. For four particles on eight sites it is $4/(7\times4)=0.1429$, and the numerical solution agrees. The collective diffusivity of the same chain is still $D_0$: density passes freely along a line on which no particle can overtake another.

For the model layer, kinetic Monte Carlo on a $12\times12$ periodic cell supplies values where (9) supplies only a limit. The mean square displacement was followed in 2500 copies, and its slope was taken between $\Gamma t=20$ and 40. The uncertainties are standard errors of sampling.

| $\theta$ | $V/K$ | $f$ simulated | $f$ bound, cell | $f$ bound, infinite |
|---|---|---|---|---|
| 0.25 | 0.755 | 0.864 ± 0.005 | 0.865 | 0.860 |
| 0.50 | 0.503 | 0.722 ± 0.003 | 0.730 | 0.724 |
| 0.75 | 0.252 | 0.586 ± 0.002 | 0.599 | 0.593 |

At half coverage the product of blocking and correlation is $0.5035\times0.7216=0.363$, and

$$D_t=0.3633\times1.976\times10^{9}\ \text{Å}^2/\text{s}=7.18\times10^{8}\ \text{Å}^2/\text{s},$$

or $7.18\times10^{-8}$ cm²/s. This is the number that stood at the beginning. It carries a sampling error of $0.03\times10^{8}$ Å²/s and belongs to this cell: on $24\times24$ sites the same time window gives $(7.02\pm0.03)\times10^{8}$ Å²/s and $f=0.709\pm0.003$, about 2 % lower and below the infinite-lattice bound. At coverages 0.25 and 0.75 the tracer diffusivity is $1.289\times10^{9}$ and $2.91\times10^{8}$ Å²/s, while $D_c$ stays at $1.976\times10^{9}$ Å²/s.

The simulated $D_t$ at coverages 0.25 and 0.50 lies slightly above the infinite-lattice bounds of $1.274\times10^{9}$ and $7.157\times10^{8}$ Å²/s. The excess is about two standard errors at 0.25 and less than one at 0.50. Even a well-resolved excess would be no contradiction, since a finite cell has its own bound. The tracer does not count among its own obstacles, so the free fraction is $V/K=0.5035$ and not 0.50 at half coverage, and the cell bound on $f$ is also higher than the infinite one. In each case the simulated $f$ is below the bound for its own cell. At coverage 0.75 the difference is 2 % of the bound and more than six standard errors, so the linear trial function misses a small but resolved part of the correlation.

Which diffusivity matters depends on what is observed. If the total coverage varies, as when a layer fills from one edge, the profile spreads with $D_c$. If the total coverage is uniform and only the marks are unevenly distributed, a few marked particles spread with $D_t$, and the layer appears slower the fuller it is. Within this model the ratio $D_t/D_c=(1-\theta)f$ measures the coverage and the backward correlation together. With interactions or unequal sites $D_c$ can itself depend on coverage, and the ratio loses that simple reading. The numerical output lists the values of the tests and of the $12\times12$ cell.

## Calculated quantities

```
Collective D/D0 on a 10-site ring, from decay of longest wave
 2 particles: exclusion only 1.000000, with attraction of 1 kT 0.5165
 5 particles: exclusion only 1.000000, with attraction of 1 kT 0.3088
 8 particles: exclusion only 1.000000, with attraction of 1 kT 0.2996
Single file, 4 particles on 8-site ring: D_t/D0 = 0.142857
4x4 cell: other particles, exact D_t/D0, linear bound, exact f
  1  0.905882  0.905882  0.970588
  4  0.643100  0.645266  0.876954
  7  0.414694  0.418868  0.777551
 10  0.225516  0.228916  0.676548
 14  0.036559  0.036559  0.548387
Largest excess of linear bound over exact: 1.507 %
Resistance over two spacings: square 0.726760, chain 2.000000
kappa of square lattice = 1.751938
One-vacancy limit of f = 0.466942
Inputs: a = 3.0 angstrom, barrier = 0.50 eV, kT = 0.05 eV
Vibrational quantum = 0.02 eV
Attempt frequency = 4.8360e+12 1/s
Hop rate Gamma = 2.1955e+08 1/s
D_c = D0 = 1.9760e+09 angstrom^2/s = 1.9760e-07 cm^2/s
Monte Carlo: 12x12 cell, 2500 copies, slope from Gamma*t = 20 to 40
Coverage 0.25: 1-theta = 0.75, cell blocking = 0.7552
  D_J/D0 = 0.7722 +- 0.0153, thermodynamic factor = 1.3322
  f simulated = 0.8638 +- 0.0050, cell bound = 0.8653
  f bound, infinite lattice = 0.8598
  D_t/D0 simulated = 0.6524 +- 0.0038
  D_t = 1.289e+09 angstrom^2/s = 1.289e-07 cm^2/s
  D_t bound, infinite lattice = 1.274e+09 angstrom^2/s
Coverage 0.50: 1-theta = 0.50, cell blocking = 0.5035
  D_J/D0 = 0.5037 +- 0.0102, thermodynamic factor = 1.9990
  f simulated = 0.7216 +- 0.0030, cell bound = 0.7304
  f bound, infinite lattice = 0.7244
  D_t/D0 simulated = 0.3633 +- 0.0015
  D_t = 7.179e+08 angstrom^2/s = 7.179e-08 cm^2/s
  D_t bound, infinite lattice = 7.157e+08 angstrom^2/s
Coverage 0.75: 1-theta = 0.25, cell blocking = 0.2517
  D_J/D0 = 0.2488 +- 0.0050, thermodynamic factor = 3.9967
  f simulated = 0.5858 +- 0.0020, cell bound = 0.5990
  f bound, infinite lattice = 0.5935
  D_t/D0 simulated = 0.1475 +- 0.0005
  D_t = 2.914e+08 angstrom^2/s = 2.914e-08 cm^2/s
  D_t bound, infinite lattice = 2.932e+08 angstrom^2/s
```
